**Counterpoise correction for two spin-aligned lithium atoms**

The program computes the UHF interaction of triplet Li2 without correction, $V_{\rm raw}$, and with it, $V_{\rm CP}=V_{\rm raw}+2\delta$. Here $\delta$ is the energy that one atom gains from its partner's basis functions when the partner's nucleus and electrons are absent. At 9 bohr the small basis gives $V_{\rm raw}=-16.1$ meV, $2\delta=23.5$ meV and $V_{\rm CP}=+7.4$ meV, while a larger basis gives $+19.3$ meV after correction. The program asserts that $\delta$ is non-negative within numerical tolerance, that it falls by at least a factor of ten in the larger basis at this distance, and that a separate self-consistent loop reproduces the ghost-atom energy. It also asserts that a frozen-core valence calculation recovers at least 90% of $\delta$, and that the second-order formula agrees with that calculation within 10%. Removing the p functions must leave the free-atom energy unchanged and turn the raw attraction into repulsion. The MP2 correlation contribution must be attractive, and the output gives it as $-21.3$ meV. The output also shows that the correction is imperfect: a weak false attraction survives from 11 to 14 bohr.

## Numerical check

```python
# Result under test: for two spin-aligned Li atoms (triplet Li2, UHF),
#   V_cp = V_raw + 2*delta,  delta = E_atom(own basis) - E_atom(pair basis) >= 0,
# and delta is the energy gained by the valence electron from borrowed functions:
#   delta ~ sum_a |<a|h_v|v>|^2 / (e_a - e_v).
# V_raw, V_cp: interaction energies without and with counterpoise correction.
# h_v: valence one-electron operator in the field of the frozen 1s core.
# v: valence orbital of the free atom; a: all other non-core orbitals.
# Energies are in hartree and lengths in bohr unless a label says otherwise.
import numpy as np
from scipy.linalg import eigh, null_space, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
MEV = 1000 * physical_constants["Hartree energy in eV"][0]
NM = 1e9 * physical_constants["Bohr radius"][0]


def make_basis(s_exponents, p_exponents=(), d_exponents=()):
    shells = []
    for l, exponents in enumerate((s_exponents, p_exponents, d_exponents)):
        shells += [[l, [float(x), 1.0]] for x in exponents]
    return shells


S_SMALL = (38.0, 7.0, 1.9, 0.64, 0.06)
P_SMALL = (0.06,)
SMALL = make_basis(S_SMALL, P_SMALL)
S_ONLY = make_basis(S_SMALL)
LARGE = make_basis([0.01 * 3**k for k in range(10)],
                   [0.02 * 3**k for k in range(4)], [0.06])


def make_molecule(basis, distance=None, ghost=False):
    atoms = [["Li", (0.0, 0.0, 0.0)]]
    if distance is not None:
        label = "ghost-Li" if ghost else "Li"
        atoms.append([label, (0.0, 0.0, float(distance))])
    spin = 2 if (distance is not None and not ghost) else 1
    return gto.M(atom=atoms, basis=basis, unit="Bohr", spin=spin, verbose=0)


def run_uhf(molecule, density=None):
    field = scf.UHF(molecule)
    field.conv_tol = 1e-11
    field.max_cycle = 200
    field.kernel(dm0=density)
    assert field.converged
    return field


def padded_density(atom_field, both_atoms):
    density = np.asarray(atom_field.make_rdm1())
    other = density if both_atoms else np.zeros_like(density)
    return np.array([block_diag(density[k], other[k]) for k in (0, 1)])


def pair_fields(basis, atom_field, distance):
    dimer = run_uhf(make_molecule(basis, distance),
                    padded_density(atom_field, True))
    ghost = run_uhf(make_molecule(basis, distance, ghost=True),
                    padded_density(atom_field, False))
    return dimer, ghost


def interaction(atom_field, dimer, ghost):
    raw = dimer.e_tot - 2 * atom_field.e_tot
    delta = atom_field.e_tot - ghost.e_tot
    corrected = dimer.e_tot - 2 * ghost.e_tot
    return raw, delta, corrected


def ghost_energy_by_hand(distance, atom_field):
    """One Li atom in the pair basis, from integrals of the real dimer."""
    molecule = make_molecule(SMALL, distance)
    overlap = molecule.intor("int1e_ovlp")
    with molecule.with_rinv_origin(molecule.atom_coord(0)):
        attraction = -3.0 * molecule.intor("int1e_rinv")
    one_body = molecule.intor("int1e_kin") + attraction
    repulsion = molecule.intor("int2e", aosym="s1")
    density = padded_density(atom_field, False)
    old_energy = 0.0
    for _ in range(300):
        coulomb = np.einsum("pqrs,rs->pq", repulsion, density.sum(axis=0))
        exchange = np.einsum("prqs,krs->kpq", repulsion, density)
        fock = one_body + coulomb - exchange
        energy = 0.5 * np.einsum("kpq,kpq->", one_body + fock, density)
        if abs(energy - old_energy) < 1e-12:
            break
        old_energy = energy
        updated = []
        for k, occupied in enumerate((2, 1)):
            orbitals = eigh(fock[k], overlap)[1][:, :occupied]
            updated.append(orbitals @ orbitals.T)
        density = np.array(updated)
    return energy


def valence_borrowing(atom_field, ghost):
    """Frozen-core borrowing energy and its second-order estimate."""
    overlap = ghost.get_ovlp()
    n_all, n_own = len(overlap), atom_field.mo_coeff[0].shape[0]

    def pad(vector):
        return np.concatenate([vector, np.zeros(n_all - n_own)])

    core_up = pad(atom_field.mo_coeff[0][:, 0])
    core_down = pad(atom_field.mo_coeff[1][:, 0])
    valence = pad(atom_field.mo_coeff[0][:, 1])
    core_density = np.array([np.outer(c, c) for c in (core_up, core_down)])
    coulomb, exchange = ghost.get_jk(ghost.mol, core_density)
    h_v = ghost.get_hcore() + coulomb[0] + coulomb[1] - exchange[0]
    values, vectors = np.linalg.eigh(overlap)
    root = (vectors * np.sqrt(values)) @ vectors.T
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T

    def complement(columns):
        return inverse_root @ null_space((root @ np.array(columns).T).T)

    e_v = valence @ h_v @ valence
    free = complement([core_up])
    frozen_delta = e_v - np.linalg.eigvalsh(free.T @ h_v @ free)[0]
    rest = complement([core_up, valence])
    e_a, mixing = np.linalg.eigh(rest.T @ h_v @ rest)
    coupling = mixing.T @ (rest.T @ h_v @ valence)
    assert e_a[0] > e_v
    second_order = np.sum(coupling**2 / (e_a - e_v))
    return e_v, e_a[0], frozen_delta, second_order


# Free atoms
atom_small = run_uhf(make_molecule(SMALL))
atom_s_only = run_uhf(make_molecule(S_ONLY))
atom_large = run_uhf(make_molecule(LARGE))
assert abs(atom_small.e_tot - atom_s_only.e_tot) < 1e-7
assert atom_large.e_tot < atom_small.e_tot

# Interaction curves
distances = np.arange(8.0, 15.0, 1.0)
small_fields, small_rows, large_fields, large_rows = [], [], [], []
for distance in distances:
    fields = pair_fields(SMALL, atom_small, distance)
    small_fields.append(fields)
    small_rows.append(interaction(atom_small, *fields))
    fields = pair_fields(LARGE, atom_large, distance)
    large_fields.append(fields)
    large_rows.append(interaction(atom_large, *fields))
small_rows, large_rows = np.array(small_rows), np.array(large_rows)
assert np.all(small_rows[:, 1] > -1e-9)
assert np.all(large_rows[:, 1] > -1e-9)

# Closer study at the grid point with the lowest uncorrected energy
best = int(np.argmin(small_rows[:, 0]))
distance = distances[best]
raw, delta, corrected = small_rows[best]
large_raw, large_delta, large_corrected = large_rows[best]
dimer_small, ghost_small = small_fields[best]
assert raw < 0 < large_corrected
assert large_delta < 0.1 * delta
assert ghost_small.e_tot > atom_large.e_tot

by_hand = ghost_energy_by_hand(distance, atom_small)
assert abs(by_hand - ghost_small.e_tot) < 1e-7

e_v, e_a, frozen_delta, second_order = valence_borrowing(
    atom_small, ghost_small)
assert 0.9 * delta < frozen_delta < delta + 1e-8
assert frozen_delta <= second_order < 1.1 * frozen_delta

# Remove p functions: the free atom is unchanged, but the attraction must go
s_fields = pair_fields(S_ONLY, atom_s_only, distance)
s_raw, s_delta, s_corrected = interaction(atom_s_only, *s_fields)
assert s_raw > 0

# Size the neglected correlation, with its own counterpoise correction
dimer_large, ghost_large = large_fields[best]
correlation = (mp.UMP2(dimer_large).kernel()[0]
               - 2 * mp.UMP2(ghost_large).kernel()[0])
assert correlation < 0

print("small basis s exponents (bohr^-2):", *S_SMALL)
print("small basis p exponent (bohr^-2):", *P_SMALL)
print("functions per atom, small and large basis:",
      atom_small.mol.nao, atom_large.mol.nao)
print(f"free Li energy, small basis: {atom_small.e_tot:.8f} hartree")
print(f"free Li energy, no p functions: {atom_s_only.e_tot:.8f} hartree")
print(f"free Li energy, large basis: {atom_large.e_tot:.8f} hartree")
print("interaction energies in millihartree; R in bohr")
print("R, V_raw, 2 delta, V_cp, large-basis V_cp")
for r, row, reference in zip(distances, small_rows, large_rows):
    print(f"{r:.1f} {1000*row[0]:.5f} {2000*row[1]:.5f} "
          f"{1000*row[2]:.5f} {1000*reference[2]:.5f}")
print(f"chosen grid separation: {distance:.1f} bohr = {distance*NM:.4f} nm")
print(f"dimer energy, small basis: {dimer_small.e_tot:.8f} hartree")
print(f"Li energy with ghost: {ghost_small.e_tot:.8f} hartree")
print(f"same ghost energy, separate loop: {by_hand:.8f} hartree")
print(f"delta per atom: {1000*delta:.5f} millihartree")
print(f"free valence energy e_v: {e_v:.6f} hartree")
print(f"lowest other energy e_a: {e_a:.6f} hartree")
print(f"frozen-core delta: {1000*frozen_delta:.5f} millihartree")
print(f"second-order delta: {1000*second_order:.5f} millihartree")
print(f"V_raw without p: {1000*s_raw:.5f} millihartree")
print(f"2 delta without p: {2000*s_delta:.5f} millihartree")
print(f"V_cp without p: {1000*s_corrected:.5f} millihartree")
print(f"large-basis V_raw: {1000*large_raw:.5f} millihartree")
print(f"large-basis 2 delta: {2000*large_delta:.6f} millihartree")
print(f"MP2 correlation part: {1000*correlation:.5f} millihartree")
print(f"large-basis UHF+MP2 interaction: "
      f"{1000*(large_corrected+correlation):.5f} millihartree")
print(f"V_raw: {raw*MEV:.3f} meV")
print(f"counterpoise correction 2 delta: {2*delta*MEV:.3f} meV")
print(f"V_cp: {corrected*MEV:.3f} meV")
print(f"large-basis V_cp: {large_corrected*MEV:.3f} meV")
print(f"MP2 correlation part: {correlation*MEV:.3f} meV")
print("done: every assertion held")
```

Printed output:

```
small basis s exponents (bohr^-2): 38.0 7.0 1.9 0.64 0.06
small basis p exponent (bohr^-2): 0.06
functions per atom, small and large basis: 8 27
free Li energy, small basis: -7.39917808 hartree
free Li energy, no p functions: -7.39917808 hartree
free Li energy, large basis: -7.42962674 hartree
interaction energies in millihartree; R in bohr
R, V_raw, 2 delta, V_cp, large-basis V_cp
8.0 -0.19057 1.09855 0.90798 1.42218
9.0 -0.59053 0.86375 0.27322 0.71060
10.0 -0.54617 0.59733 0.05116 0.34369
11.0 -0.36548 0.35243 -0.01305 0.15771
12.0 -0.19459 0.17487 -0.01972 0.06795
13.0 -0.08479 0.07285 -0.01194 0.02714
14.0 -0.03072 0.02559 -0.00513 0.00996
chosen grid separation: 9.0 bohr = 0.4763 nm
dimer energy, small basis: -14.79894668 hartree
Li energy with ghost: -7.39960995 hartree
same ghost energy, separate loop: -7.39960995 hartree
delta per atom: 0.43187 millihartree
free valence energy e_v: -0.191916 hartree
lowest other energy e_a: -0.113748 hartree
frozen-core delta: 0.42202 millihartree
second-order delta: 0.42294 millihartree
V_raw without p: 1.11755 millihartree
2 delta without p: 0.42589 millihartree
V_cp without p: 1.54343 millihartree
large-basis V_raw: 0.70326 millihartree
large-basis 2 delta: 0.007341 millihartree
MP2 correlation part: -0.78340 millihartree
large-basis UHF+MP2 interaction: -0.07280 millihartree
V_raw: -16.069 meV
counterpoise correction 2 delta: 23.504 meV
V_cp: 7.435 meV
large-basis V_cp: 19.336 meV
MP2 correlation part: -21.317 meV
done: every assertion held
```
